# Two barriers of a 60 kT magnetic bit in a stray field

## Problem

A magnetic memory bit has one easy axis and stores 0 or 1 as magnetization up or down along it. With no field acting, the barrier between the two states is \(60\,kT\) at 300 K. A neighbouring magnetic layer produces a stray field along the easy axis, equal to 5 percent of the anisotropy field \(H_K\).

(a) Find the energy barrier that protects each state.

(b) Show that the two barriers differ by \(12\,kT\).

(c) Find what this does to the data retention of a memory built from such bits.

Treat the bit as a single domain: its magnetization has fixed magnitude \(M_s\), is uniform over the volume \(V\), and can only rotate. The anisotropy energy is \(KV\sin^2\theta\), where \(\theta\) is the angle between the magnetization and the stray field. The constant \(K\) is an effective one, with the shape anisotropy already included. Fields are expressed in tesla, with

\[
B_K=\mu_0H_K=\frac{2K}{M_s},\qquad B=hB_K,\qquad h=0.05,\qquad \Delta=\frac{KV}{kT}=60 .
\]

## A tempting solution

The zero-field barrier can be written in terms of the anisotropy field:

\[
KV=\tfrac12 M_sVB_K .
\]

The anisotropy field holds the magnetization in place. In the aligned state the stray field helps it, so the total holding field is \(B_K+B\). In the opposed state the stray field works against it, and the total is \(B_K-B\). Putting these totals in place of \(B_K\) gives

\[
\tfrac12M_sV(B_K\pm B)=KV(1\pm h)=60\,(1\pm0.05)\,kT ,
\]

that is, barriers of \(63\,kT\) and \(57\,kT\). They differ by \(6\,kT\), half of what was to be shown.

## Where it goes wrong

The holding fields \(B_K\pm B\) are correct for small tilts about each stable state. The error is to carry them through the whole climb to the top of the barrier, with the same factor \(\tfrac12\) on both terms.

To see this, write \(c=\cos\theta\). Since \(\sin^2\theta=1-c^2\), the anisotropy energy is \(KV(1-c^2)\). Its effective field along the axis is minus the derivative of the energy with respect to the axial moment \(M_sVc\):

\[
-\frac{1}{M_sV}\frac{d}{dc}\,KV(1-c^2)=\frac{2K}{M_s}\,c=B_K\,c .
\]

This field is generated by the magnetization's own orientation. It equals \(B_K\) at \(c=1\) and fades to zero as the magnetization turns to \(c=0\). The work done against it over that path is

\[
M_sV\int_0^1B_K\,c\,dc=\tfrac12M_sVB_K ,
\]

and this is the origin of the factor \(\tfrac12\). The stray field does not fade. It keeps the value \(B\) at every angle, and the work done against it over the same path is

\[
M_sV\int_0^1B\,dc=M_sVB ,
\]

with no factor \(\tfrac12\). In units of \(kT\),

\[
\frac{M_sVB}{kT}=\frac{h\,M_sVB_K}{kT}=\frac{2h\,KV}{kT}=2h\Delta=6 .
\]

The tempting solution counted 3 where it should have counted 6. A field of 5 percent of \(H_K\) therefore changes each barrier by about 10 percent.

Correcting this factor gives \(60\pm6\), which is close but not yet the full answer. It assumes that the top of the barrier stays at \(c=0\), whereas the stray field moves it.

## Solution

### The energy and its stationary points

The energy of a moment \(M_sV\) at angle \(\theta\) to a field \(B\) is \(-M_sVB\cos\theta\). Adding the anisotropy energy, dividing by \(kT\) and using \(M_sVB/kT=2h\Delta\) gives

\[
\frac{E}{kT}=\Delta\left(\sin^2\theta-2h\cos\theta\right).
\]

Both terms are unchanged by rotation about the easy axis, so \(\theta\) is the only angle that matters. The derivative is

\[
\frac{1}{kT}\frac{dE}{d\theta}
=\Delta\left(2\sin\theta\cos\theta+2h\sin\theta\right)
=2\Delta\sin\theta\,(\cos\theta+h).
\]

It vanishes when \(\sin\theta=0\), at \(\theta=0\) and \(\theta=\pi\), and also when \(\cos\theta=-h\), which has a solution between these two if \(|h|<1\).

The second derivative tells minima from maxima:

\[
\frac{1}{kT}\frac{d^2E}{d\theta^2}=2\Delta\left(\cos2\theta+h\cos\theta\right).
\]

- At \(\theta=0\) it is \(2\Delta(1+h)>0\): a minimum, the aligned state.
- At \(\theta=\pi\) it is \(2\Delta(1-h)>0\): a minimum, the opposed state.
- At \(\cos\theta=-h\), where \(\cos2\theta=2h^2-1\), it is \(2\Delta(2h^2-1-h^2)=-2\Delta(1-h^2)<0\): the top.

For \(h=0.05\) the top lies at \(\theta=92.87^\circ\), a little beyond the equator on the side of the opposed state.

### Part (a): the barriers

The energies at the two minima are

\[
\frac{E(0)}{kT}=-2h\Delta=-6,\qquad
\frac{E(\pi)}{kT}=+2h\Delta=+6 .
\]

At the top, \(\sin^2\theta=1-h^2\) and \(-2h\cos\theta=+2h^2\), so

\[
\frac{E_{\rm top}}{kT}=\Delta(1-h^2+2h^2)=\Delta(1+h^2)=60.15 .
\]

Each barrier is the top minus the minimum from which the magnetization starts:

\[
\frac{E_{\rm top}-E(0)}{kT}=\Delta(1+h^2+2h)=\Delta(1+h)^2=60\times1.1025=66.15 ,
\]

\[
\frac{E_{\rm top}-E(\pi)}{kT}=\Delta(1+h^2-2h)=\Delta(1-h)^2=60\times0.9025=54.15 .
\]

The aligned state is protected by \(66.15\,kT\) and the opposed state by \(54.15\,kT\). Compared with \(60\pm6\), both are higher by \(h^2\Delta=0.15\), because the top has moved to an angle where its energy is slightly larger.

The holding-field argument gives the same result once the fields are followed along the path. From the aligned state the magnetization must be turned from \(c=1\) to \(c=-h\), where the total field \(B_Kc+B\) vanishes:

\[
M_sV\int_{-h}^{1}B_K(c+h)\,dc=\tfrac12M_sVB_K(1+h)^2=KV(1+h)^2 .
\]

### Part (b): the difference

Subtracting the two barriers,

\[
\Delta\left[(1+h)^2-(1-h)^2\right]=4h\Delta=4\times0.05\times60=12 .
\]

The barriers differ by \(12\,kT\), as was to be shown.

The top is common to both barriers and cancels in the subtraction. What remains is the energy gap between the two minima,

\[
E(\pi)-E(0)=2M_sVB ,
\]

which does not contain the anisotropy. Any anisotropy energy that is equal in the two states leaves this difference unchanged, provided that both states remain minima and share one lowest pass. Suppose, for example, that a term \(0.1\,KV\sin^4\theta\) is added at the same stray field. Finding the minima and the top numerically then gives barriers of \(72.13\,kT\) and \(60.13\,kT\). Both have risen by about \(6\,kT\), and the difference is still \(12.00\,kT\).

### Limits of the result

For \(h\to0\) both barriers return to \(\Delta\), and the first correction is \(\pm2h\Delta\). Reversing the field exchanges the roles of up and down.

As \(h\to1\) the opposed barrier \(\Delta(1-h)^2\) goes to zero, together with the curvature \(2\Delta(1-h)\) at its minimum. At \(h=1\) the opposed state ceases to be stable, which is the meaning of \(H_K\) in this model. Beyond that field there is one minimum, and the question of two barriers no longer arises.

The barrier loses its use as a measure of retention somewhat earlier, since thermal escape is a rare event only while \(\Delta(1-h)^2\gg1\). With \(\Delta=60\) the opposed barrier is down to \(1\,kT\) at \(h=1-1/\sqrt{60}\approx0.87\).

## Part (c): retention

### A bit with dimensions

Take a disk of diameter 30 nm and thickness 1.5 nm with \(M_s=1000\) kA/m. Its volume is

\[
V=\frac{\pi}{4}(30\ \text{nm})^2(1.5\ \text{nm})=1060\ \text{nm}^3 .
\]

At 300 K, \(kT=25.85\) meV, so \(KV=60\,kT=1.551\) eV. Dividing by the volume gives \(K=234\) kJ/m³, and then

\[
B_K=\frac{2K}{M_s}=469\ \text{mT},\qquad B=0.05\,B_K=23.4\ \text{mT}.
\]

The barriers are 1.710 eV for the aligned state and 1.400 eV for the opposed state, a difference of 0.310 eV.

### Waiting times

For a barrier of many \(kT\), the mean time before a thermal flip follows the Arrhenius law

\[
\tau=\tau_0\,e^{E_b/kT},
\]

where \(E_b\) is the barrier and \(\tau_0\) the attempt time. Take \(\tau_0=1\) ns for both states. This is a round value, and all waiting times scale with it: for a magnetic damping of 0.01 the attempt time of the opposed state would be about 0.3 ns, and its flips about three times as frequent. With 1 ns,

- with no stray field, \(\tau=3.6\times10^{9}\) years;
- in the aligned state, \(\tau=1.7\times10^{12}\) years;
- in the opposed state, \(\tau=1.04\times10^{7}\) years.

The last two differ by the factor \(e^{12}=1.63\times10^5\).

Ten million years may seem ample, but a memory holds many bits. Among \(N\) identical bits, the expected number that flip at least once in a time \(t\) is \(N(1-e^{-t/\tau})\), which is close to \(Nt/\tau\) when \(t\ll\tau\). For \(10^9\) bits, all in the opposed state and kept for ten years at 300 K,

\[
\frac{Nt}{\tau}=\frac{10^9\times10}{1.04\times10^7}\approx960 .
\]

With no stray field the number is 2.8, and with all bits aligned it is 0.006. If half the bits are in each state, about 480 flip, nearly all of them from the opposed state. The gain in one state does not compensate for the loss in the other, because the rate depends exponentially on the barrier. The weaker state sets the retention.

### Is one attempt time good enough?

The two wells differ in curvature, so their attempt times need not be equal. In thermal equilibrium, flips in the two directions must balance, and the ratio of mean waiting times therefore equals the ratio of populations. Near \(\theta=0\) the energy rises as \(kT\,\Delta(1+h)\theta^2\), and the population of that well is proportional to

\[
e^{2h\Delta}\int_0^\infty 2\pi\theta\,e^{-\Delta(1+h)\theta^2}d\theta
=\frac{\pi\,e^{2h\Delta}}{\Delta(1+h)} .
\]

The upper limit may be taken as infinite because the integrand has died out long before the top is reached. The other well follows by changing the sign of \(h\). Hence, to leading order in \(1/\Delta\),

\[
\frac{\tau_{\rm aligned}}{\tau_{\rm opposed}}=\frac{1-h}{1+h}\,e^{4h\Delta}=0.905\,e^{12}.
\]

The aligned well is narrower and holds slightly less population than its depth alone would suggest. The correction is about 10 percent of a ratio of order \(10^5\), so the \(12\,kT\) difference dominates.

## Beside a real device

The dimensions above are rough typical values for the free layer of a perpendicular CoFeB/MgO memory cell, and a stray field of some tens of millitesla is plausible when the reference layers are not fully compensated. Several assumptions of the model are broken in such a device, and the following figures size them for this bit, with the stray field held at 23.4 mT. A higher temperature lowers the barriers in units of \(kT\): at 85 °C, with \(K\) and \(M_s\) unchanged, they are 55.4 and 45.4 in units of the new \(kT\). If \(K\) also falls by an assumed 10 percent, they are 50.40 and 40.35. An added transverse field of 1 percent of \(H_K\) lowers both by about \(2\times0.01\,\Delta=1.2\,kT\), since at the top the magnetization lies almost along that field. Bits also differ from one another. A Gaussian spread of 5 percent in \(K\) gives the opposed barrier a standard deviation of about \(3\,kT\), and averaging \(e^{-E_b/kT}\) over it multiplies the mean flip rate by 88.

The assumption of uniform rotation also needs a look, because the bit could instead reverse by sweeping a domain wall across the disk. With exchange stiffness \(A\), the energy of a wall per unit area is

\[
\int\left[A\left(\frac{d\theta}{dx}\right)^2+K\sin^2\theta\right]dx\;\ge\;2\sqrt{AK}\int_0^\pi\sin\theta\,d\theta=4\sqrt{AK}.
\]

The inequality is \(a^2+b^2\ge2ab\), and the wall of least energy reaches equality by making the two terms equal at every point. A straight wall across the middle of the disk has area \(30\times1.5\) nm². With the full energy \(4\sqrt{AK}\) per unit area and no field, it would cost \(66.5\,kT\) for \(A=10\) pJ/m and \(81.5\,kT\) for \(A=15\) pJ/m, two rough values for such films. These figures are too high for this disk. The wall extends over several times \(\sqrt{A/K}\), which is 6.5 nm and 8.0 nm in the two cases, so its tails reach the rim, and cutting them off removes part of the energy. That both figures exceed \(60\,kT\) therefore does not prove that uniform rotation is the cheapest route. Uniform rotation is always one possible route, so the single-domain barrier is an upper bound on the true one within this description of the energy. Letting the angle vary over the disk and searching numerically for a nonuniform pass gives a zero-field barrier of \(56.3\,kT\) for \(A=10\) pJ/m and just under \(60\,kT\) for \(A=15\) pJ/m. With the stray field, the barriers for \(A=10\) pJ/m are 62.5 and \(50.5\,kT\). They still differ by \(12\,kT\), because the two end states are uniform and share the same pass. But at equal attempt time the opposed state flips about 40 times as often as estimated above, so the retention figures of part (c) are too optimistic for the softer film. These barriers still treat the shape anisotropy as a local part of \(K\), which is exact only for uniform states. In a nonuniform state the magnetostatic energy is long-ranged, and a rough estimate that includes it lowers the zero-field barrier further, by about \(4\,kT\) for \(A=10\) pJ/m and about \(1.6\,kT\) for \(A=15\) pJ/m. At fixed \(K\) and thickness the wall energy grows as the diameter and \(KV\) as its square, so in a sufficiently wider bit the wall is certainly the cheaper route. The barriers \(\Delta(1\pm h)^2\) are then well above the true ones.

Numbers in the example were calculated in double precision.
